\section*{Distance decay and screening of Slater-geminal integrals}

\section{Question}

Explicitly correlated methods with a Slater-type correlation factor need two-electron integrals over the Slater geminal $e^{-\gamma r_{12}}$, where $r_{12}=|\mathbf r_1-\mathbf r_2|$ and $\gamma>0$. How large is such an integral when its two charge distributions are a distance $R$ apart, and how does it scale with $R$? Does the Schwarz bound show this behaviour, and if not, what estimate for $s$ functions does?

\section{Size of the effect}

For $s$-type Gaussians the integral falls as $e^{-\gamma R}$ once $R$ is well beyond a length set by the widths of the charges and by $\gamma$ (short for compact charges, long for diffuse ones, and growing with $\gamma$), while the Schwarz bound stays constant. With $\gamma=1.2\ \mathrm{bohr}^{-1}$ and the compact charges treated below, the Schwarz bound is too large by a factor of about 73 at 5 bohr and $2.7\times10^4$ at 10 bohr. A bound that contains the distance is too large by only 20\% and 9\% at the same places. Its derivation starts from an inequality that holds for charges of any shape.

\section{A bound for general charges}

Let $\Omega_1$ and $\Omega_2$ be real charge distributions with reference points $\mathbf P$ and $\mathbf Q$. Put $R=|\mathbf Q-\mathbf P|$, and let $\mathbf n$ be the unit vector from $\mathbf P$ to $\mathbf Q$. A vector is at least as long as its projection, so
\begin{equation}
r_{12}\ge \mathbf n\cdot(\mathbf r_2-\mathbf r_1)
=R+\mathbf n\cdot(\mathbf r_2-\mathbf Q)-\mathbf n\cdot(\mathbf r_1-\mathbf P).
\end{equation}
For $0\le\lambda\le\gamma$ we have $e^{-\gamma r_{12}}\le e^{-\lambda r_{12}}$. Inserting the projection makes the exponential a product of one-electron factors:
\begin{align}
|(\Omega_1|e^{-\gamma r_{12}}|\Omega_2)|&\le e^{-\lambda R}M_1M_2, \label{general}\\
M_1&=\int|\Omega_1(\mathbf r)|\,e^{\lambda\mathbf n\cdot(\mathbf r-\mathbf P)}\,d^3r,\\
M_2&=\int|\Omega_2(\mathbf r)|\,e^{-\lambda\mathbf n\cdot(\mathbf r-\mathbf Q)}\,d^3r .
\end{align}
If the shapes are fixed and both moments are finite at $\lambda=\gamma$, the integral decays at least as fast as $e^{-\gamma R}$.

The condition on the moments matters. Take $\Omega_1=(\beta^3/8\pi)e^{-\beta r}$ with $\beta<\gamma$, and a unit point charge for $\Omega_2$. The moment $M_1$ is finite for $\lambda<\beta$, so the integral falls at least as fast as $e^{-\lambda R}$ for each such $\lambda$. It cannot fall faster than $e^{-\beta R}$: within 1 bohr of the point charge the density is at least $(\beta^3/8\pi)e^{-\beta(R+1)}$ (with $R$ and $1/\beta$ in bohr) and the kernel is at least $e^{-\gamma}$, so this ball alone contributes a constant times $e^{-\beta R}$. The rate is therefore $\beta$, set by the tail of the charge. For $\beta=0.5$ and $\gamma=1.2\ \mathrm{bohr}^{-1}$, radial quadrature gives a mean logarithmic decay rate of $0.499\ \mathrm{bohr}^{-1}$ between 40 and 42 bohr. Gaussian charges have finite moments for every $\lambda$.

\section{The integral for $s$ Gaussians}

Let $\phi_a=(2a/\pi)^{3/4}e^{-a|\mathbf r-\mathbf A|^2}$, and likewise for $b$, $c$, $d$. With $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$, completing the square gives
\begin{equation}
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2 .
\end{equation}
The product $\phi_a\phi_b$ is thus a Gaussian of unit charge, $(p/\pi)^{3/2}e^{-p|\mathbf r-\mathbf P|^2}$, times the overlap
\begin{equation}
S_{ab}=\left(\frac{2\sqrt{ab}}{p}\right)^{3/2}
\exp\left(-\frac{ab}{p}|\mathbf A-\mathbf B|^2\right).
\end{equation}
The pair $cd$ has exponent $q=c+d$ and centre $\mathbf Q$. Hence $(ab|e^{-\gamma r_{12}}|cd)=S_{ab}S_{cd}\,I(R)$, where $I$ belongs to unit charges.

These unit charges are positive and can be read as probability densities. Each component of $\mathbf r_1$ has variance $1/(2p)$ and each component of $\mathbf r_2$ has variance $1/(2q)$. The difference $\mathbf u=\mathbf r_2-\mathbf r_1$ is then Gaussian with mean $R\mathbf n$ and component variance $1/(2p)+1/(2q)=1/(2\rho)$, where $\rho=pq/(p+q)$. Therefore
\begin{equation}
I(R)=\left(\frac{\rho}{\pi}\right)^{3/2}\int e^{-\rho|\mathbf u-R\mathbf n|^2}e^{-\gamma u}\,d^3u .
\label{mean}
\end{equation}
The angular integral, with $x$ the cosine of the angle to $\mathbf n$, is
\begin{equation}
\int_{-1}^{1}e^{-\rho(u^2+R^2-2uRx)}dx
=\frac{e^{-\rho(u-R)^2}-e^{-\rho(u+R)^2}}{2\rho uR}.
\end{equation}
Multiplying by $2\pi u^2(\rho/\pi)^{3/2}$ leaves
\begin{equation}
I=\frac1R\sqrt{\frac{\rho}{\pi}}\int_0^\infty u\,e^{-\gamma u}
\left[e^{-\rho(u-R)^2}-e^{-\rho(u+R)^2}\right]du .
\label{radial}
\end{equation}
Define the length $s=\gamma/(2\rho)$ and put $m=R-s$. In the first term
\begin{equation}
-\rho(u-R)^2-\gamma u=-\rho(u-m)^2+\frac{\gamma^2}{4\rho}-\gamma R .
\end{equation}
Writing $u=(u-m)+m$ gives the remaining integral:
\begin{equation}
\int_0^\infty u\,e^{-\rho(u-m)^2}du=\frac{e^{-\rho m^2}}{2\rho}
+\frac m2\sqrt{\frac{\pi}{\rho}}\,\mathrm{erfc}(-\sqrt\rho\,m).
\end{equation}
The second term of (\ref{radial}) follows by $R\to-R$, so that $m$ becomes $-(R+s)$. The pieces with $e^{-\rho m^2}$ come from the lower limit $u=0$, where both original exponents equal $-\rho R^2$; they cancel in the difference. What is left is
\begin{align}
I(R)=\frac{e^{\gamma^2/4\rho}}{2R}\Big[&(R-s)e^{-\gamma R}\,\mathrm{erfc}\big(\sqrt\rho(s-R)\big)\nonumber\\
&+(R+s)e^{\gamma R}\,\mathrm{erfc}\big(\sqrt\rho(s+R)\big)\Big].
\label{closed}
\end{align}

When $R-s$ is much larger than $1/\sqrt\rho$, the first complementary error function tends to 2. The second term is of order $e^{-\rho R^2}$, because $\rho(R+s)^2=\rho R^2+\gamma R+\gamma^2/4\rho$. Thus
\begin{equation}
I(R)\simeq\left(1-\frac sR\right)e^{\gamma^2/4\rho}\,e^{-\gamma R}.
\label{tail}
\end{equation}
The factor $e^{\gamma^2/4\rho}>1$ arises because displacements that bring the electrons together gain more than the opposite displacements lose. The factor $1-s/R$ comes from sideways displacements $t$. They lengthen the distance by about $t^2/(2R)$, and two components of variance $1/(2\rho)$ give $\langle t^2\rangle=1/\rho$, hence a relative loss $\gamma/(2\rho R)=s/R$ to first order.

\section{Two-sided estimate}

For one unit Gaussian, completing the square gives
\begin{equation}
\left(\frac p\pi\right)^{3/2}\int e^{-px^2+\lambda\mathbf n\cdot\mathbf x}d^3x=e^{\lambda^2/4p}.
\label{moment}
\end{equation}
The two moments in (\ref{general}) multiply to $e^{\lambda^2/4p+\lambda^2/4q}=e^{\lambda^2/4\rho}$, so
\begin{equation}
I(R)\le\exp\left(\frac{\lambda^2}{4\rho}-\lambda R\right),\qquad 0\le\lambda\le\gamma .
\end{equation}
The exponent has its minimum at $\lambda=2\rho R$. If this value is larger than $\gamma$, that is, if $R>s$, the exponent still falls at $\lambda=\gamma$ and the best allowed choice is $\lambda=\gamma$. The resulting bound is
\begin{equation}
I(R)\le B(R)=
\begin{cases}
e^{-\rho R^2}, & R\le s,\\
e^{\gamma^2/4\rho-\gamma R}, & R\ge s.
\end{cases}
\label{B}
\end{equation}
At $R=s$ both branches equal $e^{-\gamma^2/4\rho}$ and both exponents have slope $-\gamma$, so they join smoothly. By (\ref{tail}), $I/B\to1-s/R$, and the bound becomes tight at large distance.

A lower bound follows from Jensen's inequality, since the exponential is convex, together with $\langle u\rangle\le\sqrt{\langle u^2\rangle}$ and $\langle u^2\rangle=R^2+3/(2\rho)$:
\begin{equation}
I(R)\ge e^{-\gamma\langle u\rangle}\ge L(R)=\exp\left[-\gamma\sqrt{R^2+\frac{3}{2\rho}}\right].
\end{equation}
Both $-\ln L/R$ and $-\ln B/R$ tend to $\gamma$ as $R\to\infty$. The decay rate for Gaussian $s$ charges is therefore exactly $\gamma$.

\section{Why the Schwarz bound misses the decay}

The Schwarz inequality requires a positive-definite kernel, that is, one whose Fourier transform is non-negative. Starting from $\int_0^\infty e^{-\gamma r}\sin kr\,dr=k/(k^2+\gamma^2)$ and applying $-\partial/\partial\gamma$, one finds the Fourier transform
\begin{equation}
\hat f(k)=\frac{4\pi}{k}\int_0^\infty r\,e^{-\gamma r}\sin kr\,dr
=\frac{8\pi\gamma}{(k^2+\gamma^2)^2}>0 .
\end{equation}
The unit charges have transforms of modulus $e^{-k^2/4p}$ and $e^{-k^2/4q}$, so
\begin{equation}
I(R)=\int\frac{d^3k}{(2\pi)^3}\,\hat f(k)\,e^{-k^2/4\rho}\,e^{i\mathbf k\cdot\mathbf R},
\qquad \mathbf R=R\mathbf n .
\label{fourier}
\end{equation}
The Cauchy--Schwarz inequality with the positive weight $\hat f$ gives
\begin{equation}
I(R)\le S=\sqrt{I_{pp}I_{qq}},
\end{equation}
where $I_{pp}$ is the integral of a unit charge of exponent $p$ with itself.

The distance enters (\ref{fourier}) through the phase $e^{i\mathbf k\cdot\mathbf R}$ alone. Every other factor is positive and independent of $R$, so the decay is the work of cancellation between phases. In a self-integral the phase of a charge meets its own complex conjugate and disappears. The quantities $I_{pp}$ and $I_{qq}$ therefore hold no record of where the charges are.

This loss cannot be repaired with other data of the same kind. A bound built from separate properties of the two charges, without their relative position, must also hold when they coincide. For $p=q$ the Schwarz bound is then an equality, so no such bound can lie below it. For $p\ne q$ the floor is $I(0)$, which bounds $I(R)$ for every $R$ by (\ref{fourier}) and lies below $S$ (by a factor of 2.3 for $p=0.1$, $q=10\ \mathrm{bohr}^{-2}$, $\gamma=1.2\ \mathrm{bohr}^{-1}$); it is still a constant in $R$. The full Schwarz estimate $S_{ab}S_{cd}S$ does contain the decay with the separation of $a$ from $b$ and of $c$ from $d$, through the overlaps. What it lacks is the decay between the pairs.

To evaluate $S$ we need (\ref{closed}) at $R\to0$. With $h(x)=(x+s)\,e^{\rho(x+s)^2}\mathrm{erfc}(\sqrt\rho(x+s))$ it reads $I=e^{-\rho R^2}[h(R)-h(-R)]/(2R)$, whose limit is $h'(0)$. Since $\frac{d}{dy}(e^{y^2}\mathrm{erfc}\,y)=2y\,e^{y^2}\mathrm{erfc}\,y-2/\sqrt\pi$,
\begin{equation}
I(0)=(1+2z^2)\,e^{z^2}\mathrm{erfc}\,z-\frac{2z}{\sqrt\pi},\qquad z=\frac{\gamma}{2\sqrt\rho}.
\label{zero}
\end{equation}
For $I_{pp}$ the reduced exponent is $p/2$, so $z=\gamma/\sqrt{2p}$.

\section{The combined screen}

Both upper bounds hold, so the smaller may be used:
\begin{equation}
(ab|e^{-\gamma r_{12}}|cd)\le S_{ab}S_{cd}\min[S,B(R)].
\label{screen}
\end{equation}
Near $R=0$ the Schwarz factor is the better one, because $B(0)=1$. The two cross where $B(R^*)=S$:
\begin{equation}
R^*=
\begin{cases}
\gamma/(4\rho)-(\ln S)/\gamma, & -\ln S\ge\gamma^2/4\rho,\\
\sqrt{-(\ln S)/\rho}, & -\ln S\le\gamma^2/4\rho .
\end{cases}
\end{equation}

\section{Numbers for compact charges}

Take $\gamma=1.2\ \mathrm{bohr}^{-1}$, with $a=0.8$, $b=0.6$, $c=1.0$ and $d=0.5\ \mathrm{bohr}^{-2}$. Let $a$ and $b$ be 1.5 bohr apart, and $c$ and $d$ 1.2 bohr apart. These are round model parameters. They give $p=1.4$, $q=1.5$ and $\rho=2.1/2.9=0.7241\ \mathrm{bohr}^{-2}$, hence $s=0.829$ bohr and $e^{\gamma^2/4\rho}=1.644$. The overlaps are $S_{ab}=0.4553$ and $S_{cd}=0.5665$.

From (\ref{zero}), $I_{pp}=0.2442$ and $I_{qq}=0.2546$, so $S=0.24935$. Removing the phase from (\ref{fourier}) gives $I(0)=0.24929$. Here nearly all the loss at large $R$ comes from dropping the phase, and very little from the unequal exponents. The crossover lies at $R^*=0.414+1.157=1.57$ bohr. For unit charges:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & $L$ & $I$ & $B$ & $S/I$\\
1 & $0.122$ & $0.188$ & $0.495$ & $1.33$\\
2 & $0.0520$ & $0.0889$ & $0.149$ & $2.80$\\
5 & $1.94\times10^{-3}$ & $3.40\times10^{-3}$ & $4.08\times10^{-3}$ & $73.3$\\
10 & $5.43\times10^{-6}$ & $9.26\times10^{-6}$ & $1.01\times10^{-5}$ & $2.69\times10^4$\\
20 & $3.55\times10^{-11}$ & $5.95\times10^{-11}$ & $6.21\times10^{-11}$ & $4.19\times10^9$
\end{tabular}
\end{center}
At 10 bohr, $B=1.644\,e^{-12}=1.01\times10^{-5}$, and the factor $1-0.0829$ brings it down to $I=9.26\times10^{-6}$. Multiplication by $S_{ab}S_{cd}=0.2579$ gives the orbital integral $2.39\times10^{-6}$. Its distance bound is $2.60\times10^{-6}$ and its Schwarz bound is $6.43\times10^{-2}$.

\section{Diffuse charges}

The exponential law sets in only beyond $s$, which is large for diffuse charges. For $p=q=0.05\ \mathrm{bohr}^{-2}$ and the same $\gamma$, $\rho=0.025\ \mathrm{bohr}^{-2}$ and $s=24$ bohr. At 10 bohr the exponential branch alone would give $e^{14.4-12}=11$, which is useless for an integral below 1. The Gaussian branch gives $0.082$, the Schwarz factor is $0.0086$, and the integral is $9.4\times10^{-4}$. Schwarz is still the better bound there; the crossover is at $\sqrt{4.756/0.025}=13.8$ bohr. At 20 bohr $B=4.5\times10^{-5}$, against $I=1.5\times10^{-6}$.

The bound is looser here for a reason visible in (\ref{mean}). Expanding the square gives, for any $R$,
\begin{equation}
I(R)=e^{-\rho R^2}\left(\frac\rho\pi\right)^{3/2}\int e^{-\rho u^2}e^{-\gamma u+2\rho R\,\mathbf n\cdot\mathbf u}\,d^3u .
\end{equation}
For $R<s$ the second exponential is at most 1, and $B$ replaces it by 1. When the charges are much wider than $1/\gamma$, this exponential is far below 1 over most of the Gaussian. Its mean, which is the omitted factor, is therefore small: $0.011$ at 10 bohr and $0.033$ at 20 bohr.

\section{The geminal divided by the distance}

The kernel $e^{-\gamma r_{12}}/r_{12}$ also occurs in these methods. Use $e^{-\gamma u}\le e^{-\lambda\mathbf n\cdot\mathbf u}$ and keep $1/u$. The exponential merely shifts and rescales the Gaussian in (\ref{mean}): its centre moves from $R$ to $R-\lambda/(2\rho)$ and its weight becomes $e^{\lambda^2/4\rho-\lambda R}$. The mean of $1/u$ over a unit Gaussian at distance $d$ follows from the same angular integral as before:
\begin{equation}
\frac1d\sqrt{\frac\rho\pi}\int_0^\infty\left[e^{-\rho(u-d)^2}-e^{-\rho(u+d)^2}\right]du
=\frac{\mathrm{erf}(\sqrt\rho\,d)}{d}.
\end{equation}
With $\lambda=\min(\gamma,2\rho R)$ the integral over unit charges is bounded by
\begin{equation}
B(R)\,\frac{\mathrm{erf}(\sqrt\rho\,d)}{d},\qquad d=\max(R-s,0),
\end{equation}
where the fraction means $2\sqrt{\rho/\pi}$ at $d=0$. The integral itself follows from (\ref{radial}) without the factor $u$. Completing the square as before and using $\int_0^\infty e^{-\rho(u-m)^2}du=\frac12\sqrt{\pi/\rho}\,\mathrm{erfc}(-\sqrt\rho\,m)$ gives
\begin{equation}
\frac{e^{\gamma^2/4\rho}}{2R}\Big[e^{-\gamma R}\,\mathrm{erfc}\big(\sqrt\rho(s-R)\big)-e^{\gamma R}\,\mathrm{erfc}\big(\sqrt\rho(s+R)\big)\Big].
\end{equation}
For the compact charges at 10 bohr the integral is $1.01\times10^{-6}$ hartree and the bound is $1.10\times10^{-6}$ hartree.

\section{Contracted $s$ functions}

A product of contracted $s$ functions has the form $\sum_i c_i e^{-p_i|\mathbf r-\mathbf P_i|^2}$ with coefficients of either sign. Choose one reference point $\mathbf P$ for the pair. Applying (\ref{moment}) term by term at $\lambda=\gamma$, with $\mathbf n\cdot(\mathbf P_i-\mathbf P)\le|\mathbf P_i-\mathbf P|$, bounds its moment by
\begin{equation}
M_{ab}=\sum_i|c_i|\left(\frac{\pi}{p_i}\right)^{3/2}
\exp\left(\frac{\gamma^2}{4p_i}+\gamma|\mathbf P_i-\mathbf P|\right).
\end{equation}
The same estimate holds for the other pair, so
\begin{equation}
|(ab|e^{-\gamma r_{12}}|cd)|\le M_{ab}M_{cd}\,e^{-\gamma R}.
\end{equation}
One number per pair suffices, computed once and independent of direction. This simplicity has a price. Cancellation between coefficients of opposite sign is ignored. The distances between the primitive charges are replaced by their projections on $\mathbf n$, and each projection $\mathbf n\cdot(\mathbf P_i-\mathbf P)$ is then replaced by the full length $|\mathbf P_i-\mathbf P|$. Both steps can loosen the bound even when all coefficients are positive. And fixing $\lambda=\gamma$ gives up the Gaussian branch, so the factor $e^{\gamma^2/4p_i}$ is large for diffuse primitives.

\section{How the number of integrals scales}

Suppose integrals below a threshold $\tau$ are dropped. On the exponential branch, (\ref{screen}) keeps an integral only if
\begin{equation}
R<\frac{\gamma}{4\rho}+\frac1\gamma\ln\frac{S_{ab}S_{cd}}{\tau}.
\end{equation}
Each pair then has partners only within a fixed range. In a long chain with a fixed set of exponents, the number of retained integrals grows linearly with length. Schwarz screening limits the extent of each pair, but not the distance between pairs, and its count grows quadratically.

Consider a chain of $s$ functions 3 bohr apart with exponents alternating between 0.4 and $1.2\ \mathrm{bohr}^{-2}$, $\gamma=1.2\ \mathrm{bohr}^{-1}$ and $\tau=10^{-8}$. Counting distinct integrals by direct enumeration gives:
\begin{center}
\begin{tabular}{cccc}
functions & above $\tau$ & kept by $\min(S,B)$ & kept by $S$\\
20 & 450 & 450 & 1176\\
40 & 970 & 970 & 4851\\
80 & 2010 & 2010 & 19701
\end{tabular}
\end{center}
The combined screen adds 26 integrals per added function on average: 31 when the new function has exponent 0.4 and 21 when it has exponent $1.2\ \mathrm{bohr}^{-2}$. In this chain it keeps no integral that lies below the threshold; the distances are discrete, and none falls in the narrow gap between $I$ and $B$. Other parameters can place some there: for 20 functions and $\tau=10^{-6}$ the screen keeps 306 integrals, of which 289 lie above the threshold. From 40 to 80 functions the Schwarz count grows by a factor of 4.06, and at 80 functions it is almost ten times the number needed.
